# Oxygen chemical potential from O₂ partition functions and the onset of surface coverage, part 2

We seek the chemical potential of oxygen in O₂ gas at temperature $T$ and pressure $p$, and the conditions under which a surface in equilibrium with the gas takes up oxygen. The algebra uses atomic units, $\hbar=1$, and $k$ is the Boltzmann constant.

The gas is ideal, undissociated ¹⁶O₂. Each molecule is a rigid rotor and harmonic oscillator with mass $m$, bond length $r_e$, vibrational quantum $\omega$ and rotational constant $B=1/(2m_rr_e^2)$, where $m_r=m/4$ and $kT\gg B$. The electronic ground state is a triplet, with energy $E_e$ at the minimum and two electrons in antibonding orbitals. Nuclear exchange allows only odd rotational quantum numbers $N$ (Lemma 4).

For $M$ molecules with entropy $S$ in volume $V$, the Gibbs–Duhem relation is $M\,d\mu_2=V\,dp-S\,dT$, where $\mu_2$ is the chemical potential per molecule. Exchange equilibrium gives $\mu_O=\mu_2/2$ per atom (Lemma 1).

**Theorem 1.** To leading order in $B/kT$,

$$
\mu_O=\frac12\left(E_e+\frac{\omega}{2}\right)+\Delta\mu_O(T,p),
$$

$$
\Delta\mu_O=-\frac{kT}{2}\ln X,\qquad X=\frac{C(T)}p,
$$

$$
C(T)=kT\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{3kT}{2B}\,
\frac1{1-e^{-\omega/kT}} .
$$

The zero of $\Delta\mu_O$ is half the vibrational ground level, with the rotational energy left out. The factor 3 counts electron-spin states, and the 2 beside $B$ comes from nuclear exchange.

**Corollary 1.** At fixed temperature,

$$
\Delta\mu_O(T,p)=\Delta\mu_O(T,p_0)+\frac{kT}{2}\ln\frac p{p_0}.
$$

The single-molecule results also needed are:

- **Lemma 2.** If the partition function $q$ of one molecule is proportional to $V$, then $\mu_2=-kT\ln(q/M)$ and $pV=MkT$.
- **Lemma 3.** In a large box, $q_{\rm tr}=V(mkT/2\pi)^{3/2}=V/\lambda^3$, with the thermal wavelength $\lambda=\sqrt{2\pi/(mkT)}$.
- **Lemma 5.** With $b=B/kT\ll1$,

$$
q_{\rm rot}=\sum_{N\ {\rm odd}}(2N+1)e^{-bN(N+1)}
=\frac{1}{2b}+\frac16+O(b).
$$

- **Lemma 6.** Measured from the vibrational ground level, $q_{\rm vib}=(1-e^{-\omega/kT})^{-1}$, a sum over the excitation energies $v\omega$ with $v=0,1,2,\ldots$.

**Corollary 2.** If $s$ is the gas entropy per molecule, then $(\partial\Delta\mu_O/\partial T)_p=-s/2$, with

$$
\frac sk=\ln X+\frac72+\frac{\omega/kT}{e^{\omega/kT}-1}.
$$

*Proof.* The Gibbs–Duhem relation at fixed pressure gives $\partial\mu_2/\partial T=-s$, and halving it gives the slope. Differentiating the formula for $\Delta\mu_O$ gives

$$
-\frac s2=-\frac k2\left(\ln X+T\frac{\partial\ln X}{\partial T}\right).
$$

The explicit powers of $T$ in $X$ are $1$, $3/2$ and $1$, with sum $7/2$. For the vibrational factor put $x=\omega/kT$, so that $T\,dx/dT=-x$. Then

$$
T\frac{d}{dT}\left[-\ln(1-e^{-x})\right]
=-x\left(-\frac{e^{-x}}{1-e^{-x}}\right)=\frac{x}{e^x-1}. \qquad\square
$$

Heating at fixed pressure lowers $\Delta\mu_O$, because the entropy $s$ of the dilute gas is positive. Compression raises it, because each molecule has less volume available.

### Molecular constants and the value at 800 K

The two molecular constants were computed with the PBE density functional, spin-unrestricted, in the def2-TZVP basis. Energies at five bond lengths, spaced by 0.05 Å about 1.22 Å, were interpolated by a quartic polynomial. Its minimum gives $r_e=1.2187$ Å, and its curvature there gives $\omega=0.1930$ eV. With an atomic mass of 15.995 u, the rotational constant is $B=1.760\times10^{-4}$ eV.

Going from def2-SVP to def2-TZVP changed the bond length by 0.0052 Å and the quantum by $-0.0069$ eV. The resulting change of $\Delta\mu_O$ at 800 K and 760 Torr was $-5.0\times10^{-4}$ eV. A finer integration mesh in def2-SVP changed it by $1.4\times10^{-7}$ eV. These shifts measure numerical sensitivity within PBE. They do not bound the error of PBE against experiment. The basis shifts exceed the last digits shown for $r_e$ and $\omega$, for $B$ (which moves by about $1.5\times10^{-6}$ eV) and for the fourth decimal of $\Delta\mu_O$ below, so those digits describe the def2-TZVP calculation and are not established as the basis-set limit.

At 800 K, $kT=0.06894$ eV. At 760 Torr the factors in $X$, and their contributions $-\tfrac12kT\ln(\text{factor})$ to $\Delta\mu_O$, are:

- Translation: $8.387\times10^7$, giving $-0.6289$ eV.
- Rotation with all $N$: $kT/B=391.8$, giving $-0.2058$ eV.
- Nuclear exchange: $1/2$, giving $+0.0239$ eV.
- Vibration: $1.0648$, giving $-0.0022$ eV.
- Electron spin: $3$, giving $-0.0379$ eV.

Their sum is

$$
-0.6289-0.2058+0.0239-0.0022-0.0379=-0.8509\ \text{eV}.
$$

Without rounding the parts first, the value is $-0.8508$ eV. Translation supplies most of the shift. Vibration contributes little thermally because $\omega/kT=2.80$, while its zero-point energy is already in the reference.

The same numbers confirm that the gas is dilute in the quantum sense. The translational factor is the volume per molecule divided by $\lambda^3$, where $\lambda$ is the thermal wavelength. Its cube root is about 440, so the mean spacing is hundreds of wavelengths.

From $\ln X=2(0.8508)/0.06894=24.68$, Corollary 2 gives

$$
\frac sk=24.68+3.50+0.18=28.36 .
$$

With $k=0.06894/800$ eV/K, the slope $-s/2$ is $-1.22\times10^{-3}$ eV/K. One decade of pressure at 800 K changes $\Delta\mu_O$ by $\tfrac12kT\ln10=0.0794$ eV.

At 760 Torr the formula gives:

| $T$ (K) | $\Delta\mu_O$ (eV) |
|---:|---:|
| 300 | −0.274 |
| 400 | −0.383 |
| 600 | −0.611 |
| 800 | −0.851 |
| 1000 | −1.099 |

### Coverage of independent sites

The chemical potential becomes a condition for the onset of oxidation once the surface is specified. Let the surface have $n_s$ equivalent sites, each holding at most one oxygen atom. Atoms on different sites do not interact, and an adsorbed atom has a non-degenerate electronic ground state. Its ground-level energy relative to half the reference level of O₂ is $E_b$, zero-point energies included. Negative $E_b$ means binding. Let $f$ be the thermal vibrational free energy of an adsorbed atom, measured from its own ground level.

**Theorem 2.** The equilibrium coverage $\theta$, the occupied fraction of sites, satisfies

$$
\frac{\theta}{1-\theta}
=\exp\left(\frac{\Delta\mu_O-E_b-f}{kT}\right)
=\left(\frac p{p_{\rm on}}\right)^{1/2},
$$

$$
p_{\rm on}=C(T)\exp\left[\frac{2(E_b+f)}{kT}\right].
$$

*Proof.* There are $\binom{n_s}{n}$ ways to place $n$ atoms. Relative to the oxygen reference, the surface free energy is

$$
G_s(n)=n(E_b+f)-kT\ln\binom{n_s}{n}.
$$

Adding one atom changes the number of arrangements by the ratio

$$
\binom{n_s}{n+1}\bigg/\binom{n_s}{n}=\frac{n_s-n}{n+1}
\simeq\frac{1-\theta}{\theta}
$$

for large $n$ and $n_s$. The free energy therefore changes by

$$
\Delta\mu_O=E_b+f+kT\ln\frac{\theta}{1-\theta},
$$

which is the first equality. The coverage is one half when $\Delta\mu_O=E_b+f$. Inserting $\Delta\mu_O=-\tfrac12kT\ln(C/p)$ and solving for $p$ gives $p_{\rm on}$. By Corollary 1, a pressure $p$ at the same temperature lies $\tfrac12kT\ln(p/p_{\rm on})$ above that condition in chemical potential. This gives the square root. $\square$

Here “onset” means half coverage. In this model it is gradual. At 10% coverage $\theta/(1-\theta)=1/9$, and at 90% it is 9. The ratio of these values is 81, so the pressure ratio is $81^2=6561$. The square appears because one molecule supplies two atoms.

A compact oxide layer of fixed composition behaves differently. If it takes up $n$ atoms at a free-energy cost $\bar g$ per atom, measured from the same reference and including the metal it consumes, its formation changes the free energy by $n(\bar g-\Delta\mu_O)$. The sign changes at $\Delta\mu_O=\bar g$, which gives a sharp equilibrium threshold for that layer.

The pure numbers in $C(T)$ have a direct effect on the onset. Omitting the spin factor would reduce $p_{\rm on}$ to one third. Omitting the nuclear-exchange restriction would double it. More accessible gas states favour the gas, and a higher pressure is then needed to fill the surface.

### A worked onset

Take $E_b=-1.2$ eV, a round value, and first set $f=0$. At 800 K, the value of $\Delta\mu_O$ at 760 Torr and Corollary 1 give

$$
p_{\rm on}=760\exp\left[\frac{2(-1.2+0.8508)}{0.06894}\right]\ \text{Torr}.
$$

The exponent is $-10.13$, and $p_{\rm on}=0.030$ Torr.

Now give the adsorbed atom three harmonic vibrations with a round quantum $\omega_a=0.050$ eV each. The sum of Lemma 6, applied to each mode, yields

$$
f=3kT\ln\left(1-e^{-\omega_a/kT}\right).
$$

At 800 K, $\omega_a/kT=0.725$. The logarithm is $-0.662$, and $f=-0.137$ eV. With $E_b$ held fixed, the onset pressure is multiplied by

$$
\exp\left(\frac{2f}{kT}\right)=e^{-3.97}=0.019,
$$

which gives $5.7\times10^{-4}$ Torr. Thermal vibration of the adsorbed atom thus moves the example by a factor of about 50, more than the spin and symmetry factors together. A surface calculation that includes the gas entropy but omits $f$ would miss this shift whenever the adsorbate modes are as soft as assumed here.

At fixed pressure, the condition $\Delta\mu_O=E_b+f$ can be solved numerically for the temperature of half coverage:

- At 760 Torr: 1079 K with $f=0$, and 1369 K with $f$ included.
- At $10^{-6}$ Torr: 629 K with $f=0$, and 676 K with $f$ included.

Below these temperatures, near the crossing, the sites are more than half filled. The reason is the balance of entropies. At 800 K and 760 Torr, an oxygen atom in the gas carries $s/2k=14.2$. The three surface modes carry

$$
3\left[\frac{0.725}{e^{0.725}-1}+0.662\right]=4.0
$$

in the same unit. At the 1369 K crossing the two values are 15.3 and 5.6. At half coverage, adding an atom leaves the number of arrangements unchanged, so these entropies decide the balance and heating favours the gas.

### Comparison with a real surface

The binding energy has the rough size expected for oxygen on a late transition metal such as palladium, and the quantum of 0.05 eV has the rough size of an adsorbate vibration. The temperatures and pressures lie between vacuum work and oxidation in gas at atmospheric pressure. The calculation is not a prediction for a particular palladium face. Real adsorbed atoms interact, and the surface may reconstruct or form an oxide. If repulsion raises the energy of adding one more atom by 0.1 eV at half coverage, with temperature and $f$ held fixed, $p_{\rm on}$ rises by a factor $\exp(0.2/0.06894)=18$. The mean binding energy per atom is a different quantity: for a repulsion proportional to coverage, it changes by only half as much. Uncertainty in the surface energy can therefore outweigh every thermal correction to the gas estimated below. Slow dissociation or diffusion can also delay coverage beyond the equilibrium onset.

### Corrections and limits of the gas formula

**Coupling of rotation and vibration.** A real bond stretches as it rotates, and its vibration is anharmonic. To size this effect, a Morse curve was matched to the second and third derivatives of the computed energy at its minimum. The radial Schrödinger equation was diagonalized on a grid for odd $N$ up to 121. Relative to the formula of Theorem 1, with each sum measured from its own rotationless ground level, $\Delta\mu_O$ at 800 K changed by $-4.4\times10^{-4}$ eV. Of this, $-B/6=-2.9\times10^{-5}$ eV comes from the constant term $1/6$ of Lemma 5, which Theorem 1 drops; the remaining $-4.1\times10^{-4}$ eV is due to coupling and anharmonicity.

**Molecular constants.** A bond 2% longer and a quantum 2% smaller together change $\Delta\mu_O$ at 800 K by $-1.5\times10^{-3}$ eV. The bond length enters through $1/B\propto r_e^2$ and accounts for $-kT\ln1.02=-1.4\times10^{-3}$ eV of this. The absolute $\mu_O$ also contains $E_e/2$, so half of any error in the electronic energy of O₂ enters it, and the same amount enters a computed $E_b$ with the opposite sign. This error can be much larger than the thermal corrections listed here: relative to free atoms, PBE overbinds O₂ by roughly 1 eV per molecule.

**Triplet splitting.** Let spin interactions split the triplet of a non-rotating molecule by $d$, with one level at $-2d/3$ and two at $d/3$ from their mean. The linear term in the Boltzmann sum cancels:

$$
\sum_i e^{-\delta_i/kT}\simeq3+\frac{1}{2(kT)^2}\frac{6d^2}{9}
=3\left[1+\frac{d^2}{9(kT)^2}\right].
$$

The shift is $-d^2/(18kT)$. A rough splitting of $5\times10^{-4}$ eV gives $-2.0\times10^{-7}$ eV at 800 K. The energy reference here is the mean of the three levels. Rotation rearranges these levels, but at 800 K it changes the shift by less than 1%.

**Excited singlet.** In def2-SVP, a PBE determinant with one up and one down spin in the two antibonding orbitals lies 0.397 eV above the triplet. Its mean squared spin is 1.00, halfway between singlet and triplet, so the estimated singlet gap is twice as large, 0.79 eV. These digits depend on the basis: in def2-TZVP the determinant lies 0.384 eV above the triplet and the estimated gap is 0.77 eV. The measured gap is roughly 1 eV. The lowest singlet has two spatial states. With the estimated gap, its population relative to the triplet at 800 K would be

$$
\frac23e^{-0.794/0.06894}\simeq7\times10^{-6}.
$$

The def2-TZVP gap raises this to about $1\times10^{-5}$, and a gap of 1 eV lowers it to about $3\times10^{-7}$. The singlet is negligible in each case.

**Interactions and dissociation.** An effective volume of roughly 50 Å³ per molecule, multiplied by a pressure of 760 Torr, gives an energy of $3.2\times10^{-5}$ eV. This is the size of the change in $\mu_2$, and half of it applies per atom. For dissociation, let $D$ be the bond energy and $m_O$ the atomic mass. Lemmas 2 and 3 applied to free atoms, with nine electronic states taken as accessible, give their partial pressure:

$$
p_{\rm atom}=9kT\left(\frac{m_OkT}{2\pi}\right)^{3/2}
\exp\left(\frac{\Delta\mu_O-D/2}{kT}\right).
$$

With $D$ roughly 5 eV, the ratio $p_{\rm atom}/p$ at the 800 K onset without $f$ is $3\times10^{-11}$. Since $e^{\Delta\mu_O/kT}=(p/C)^{1/2}$, the ratio $p_{\rm atom}/p$ is proportional to $p^{-1/2}e^{-D/2kT}$, apart from factors that vary slowly with temperature. It grows on heating at fixed pressure and on dilution at fixed temperature, so a sufficiently hot and dilute gas violates the assumption of undissociated molecules.

**Low temperature and the energy zero.** The rotational formula requires $T\gg B/k$, which is about 2 K, and the spin factor 3 requires $T$ well above the triplet splitting, which corresponds to about 6 K. The gas formula cannot be continued to absolute zero, where the discrete level $N=1$ matters and the assumption of an ideal gas also fails. If energies are measured from that lowest allowed level instead, the molecular zero rises by $2B$. The numerical value of $\Delta\mu_O$ then falls by $B=1.8\times10^{-4}$ eV, and $E_b$ falls by the same amount. Their difference, and hence the onset, is unchanged.
